# Vibrational frequencies when a neighbour crosses a cosine cutoff

## Problem

A learned potential is linear in radial descriptors. Atom $i$ collects from its neighbours $j$ the numbers

$$G_{ik}=\sum_{j\ne i}e^{-\eta_k r_{ij}^2}f_c(r_{ij}),\qquad f_c(r)=\begin{cases}\tfrac12\left[1+\cos(\pi r/r_c)\right], & r<r_c\\ 0,& r\ge r_c,\end{cases}$$

and the energy is $E=\sum_i\sum_k w_kG_{ik}$. Each species of neighbour has its own descriptors, so the weight depends on the species of centre and neighbour; it is written $w_k^{ij}$, centre first.

An oxygen atom (16 u) passes through the centre of a triangular window of three metal atoms (48 u), each at distance $s=1.85$ Å from the centre. A fourth metal atom lies on the axis of the window, at distance $R$ from its centre. The metal atoms are held fixed. The cutoff is $r_c=5$ Å and the exponents are $\eta=(1.60,\,0.05)$ Å$^{-2}$. The weights are $(120,-2)$ eV for oxygen as centre and $(80,-1)$ eV for metal as centre.

(a) Are the forces continuous when $R$ passes through $r_c$?

(b) What happens to the Hessian and to the vibrational frequencies of the oxygen atom?

(c) What changes if the fourth atom lies in the plane of the window, or if the axial mode is very soft?

## A tempting solution

At the cutoff $f_c(r_c)=0$, and the slope $f_c'(r_c)=-\frac{\pi}{2r_c}\sin\pi$ is zero too. A neighbour therefore arrives with no energy and no force. At a depth of 0.001 Å inside the cutoff, its force on the oxygen atom is only $1.7\times10^{-4}$ eV/Å. The Hessian is minus the derivative of the forces; since these change continuously and the newcomer's share is vanishingly small, its share of the Hessian is vanishingly small as well. The frequencies pass through the crossing without a jump.

## Where it fails

The statements about energy and force are correct. The error is the step from a small force to a small derivative of the force. The function $|x|$ is continuous and small near $x=0$, yet its slope jumps there.

The quoted number shows the same thing. A force of $1.7\times10^{-4}$ eV/Å built up over 0.001 Å means a slope of 0.17 eV/Å$^2$. At half the depth the force is about half as large, and the slope is nearly the same. The Hessian measures this slope, which does not fade away as the depth goes to zero.

## Solution

### From descriptors to a pair energy

Because $E$ is linear in the descriptors, each pair enters as a separate term. The pair $(i,j)$ appears twice: in the descriptors of $i$, where $j$ is a neighbour, and in those of $j$, where $i$ is a neighbour. Collecting both gives

$$\phi(r)=P(r)f_c(r),\qquad P(r)=\sum_k\left(w_k^{ij}+w_k^{ji}\right)e^{-\eta_kr^2}.$$

Counting only the oxygen-centred weights would lose part of the interaction. Here the summed weights are $120+80=200$ eV and $-2-1=-3$ eV.

### Forces

Inside the cutoff the product rule gives

$$\phi'=P'f_c+Pf_c',\qquad \phi''=P''f_c+2P'f_c'+Pf_c''.$$

As $r\to r_c$ from below, $f_c$ and $f_c'$ vanish while $P$ and $P'$ stay finite. Hence $\phi\to0$ and $\phi'\to0$, the values that hold outside. The force on atom $i$ from this pair is $-\phi'(r)\,\mathbf n$, with $\mathbf n=(\mathbf x_i-\mathbf x_j)/r$, so it is continuous. This answers (a).

### Hessian

The second derivative of the cutoff function is

$$f_c''(r)=-\frac{\pi^2}{2r_c^2}\cos\frac{\pi r}{r_c}\;\longrightarrow\;+\frac{\pi^2}{2r_c^2}\qquad(r\to r_c^-),$$

because $\cos\pi=-1$. Outside it is zero. The first two terms of $\phi''$ vanish at the cutoff, which leaves

$$\phi''(r_c^-)=\kappa,\qquad \kappa=\frac{\pi^2P(r_c)}{2r_c^2}.$$

To find which elements of the Hessian are affected, differentiate $\partial\phi/\partial\mathbf x_i=\phi'\mathbf n$ once more. With $\partial r/\partial\mathbf x_i=\mathbf n$ and $\partial\mathbf n/\partial\mathbf x_i=(\mathbf 1-\mathbf n\mathbf n^T)/r$,

$$\frac{\partial^2\phi}{\partial\mathbf x_i\partial\mathbf x_i}=\phi''\,\mathbf n\mathbf n^T+\frac{\phi'}{r}\left(\mathbf 1-\mathbf n\mathbf n^T\right).$$

The transverse part contains $\phi'$ and is continuous. The longitudinal part jumps by $\kappa$. Since $\phi$ depends only on $\mathbf x_i-\mathbf x_j$, the $jj$ block is the same and the $ij$ block has the opposite sign. All of this is contained in

$$H_{\rm in}-H_{\rm out}=\kappa\,\mathbf u\mathbf u^T,$$

where $\mathbf u$ has the entry $\mathbf n$ on atom $i$, $-\mathbf n$ on atom $j$ and zero elsewhere. "In" and "out" are the limits from the two sides at the same geometry, with no other pair at the cutoff. If $P(r_c)=0$, the jump is absent.

### Frequencies in general

Let $M$ be the diagonal matrix of masses, $D=M^{-1/2}HM^{-1/2}$, and $\mathbf v=M^{-1/2}\mathbf u$. Then $D_{\rm in}=D_{\rm out}+\kappa\mathbf v\mathbf v^T$. At a stationary point the eigenvalues of $D$ are the squared angular frequencies $\omega^2$.

Let $\mathbf e$ be a normalized, nondegenerate eigenvector of $D_{\rm out}$ with eigenvalue $\lambda$. Inside, write the eigenvector as $\mathbf e+\delta\mathbf e$ with $\delta\mathbf e$ orthogonal to $\mathbf e$, which fixes its length, and the eigenvalue as $\lambda+\Delta\lambda$. Multiplying the eigenvalue equation from the left by $\mathbf e^T$ gives

$$\lambda+\kappa(\mathbf v\cdot\mathbf e)^2+\kappa(\mathbf v\cdot\mathbf e)(\mathbf v\cdot\delta\mathbf e)=\lambda+\Delta\lambda.$$

Since $\delta\mathbf e$ is itself of order $\kappa$, the third term is of second order. To first order

$$\Delta(\omega^2)=\kappa(\mathbf v\cdot\mathbf e)^2,\qquad \Delta\omega=\frac{\kappa(\mathbf v\cdot\mathbf e)^2}{2\omega},$$

where the second formula also needs $|\Delta(\omega^2)|\ll|\omega^2|$. If $\mathbf v$ is parallel to $\mathbf e$, the vector $\mathbf e$ remains an eigenvector and $\omega_{\rm in}^2=\omega_{\rm out}^2+\kappa|\mathbf v|^2$ holds without approximation.

Taking the trace of $\kappa\mathbf v\mathbf v^T$ gives the sum of all shifts,

$$\sum\Delta(\omega^2)=\kappa|\mathbf v|^2=\kappa\left(\frac1{m_i}+\frac1{m_j}\right).$$

A fixed atom has infinite mass in this formula. For the oxygen atom in a rigid host, the sum is $\kappa/m$ with $m=16$ u.

### The window without its fourth atom

The three window atoms lie at angles of 120° to each other. The sum of their unit vectors is zero, so the centre is a stationary point. The sum of $\mathbf n\mathbf n^T$ has the diagonal elements $\sum\cos^2=\sum\sin^2=\frac32$ in the plane, zero along the axis, and no off-diagonal element. Inserting this in the pair Hessian gives

$$K_{\rm axis}=\frac{3\phi'(s)}{s},\qquad K_{\rm plane}=\frac32\phi''(s)+\left(3-\frac32\right)\frac{\phi'(s)}{s}=\frac32\left[\phi''(s)+\frac{\phi'(s)}{s}\right].$$

The product rule above yields $\phi'(s)=-2.648$ eV/Å and $\phi''(s)=21.462$ eV/Å$^2$. Therefore

$$K_{\rm axis}=\frac{3(-2.648)}{1.85}=-4.294\ \text{eV/Å}^2,\qquad K_{\rm plane}=30.05\ \text{eV/Å}^2.$$

The window atoms repel the oxygen atom ($\phi'<0$), which pushes it out of the plane. Within the plane the positive $\phi''(s)$ outweighs the negative $\phi'(s)/s$ and confines it. The centre is a saddle with one unstable direction.

### The fourth atom on the axis

At the cutoff the first Gaussian, with $\eta r_c^2=40$, is negligible, and

$$P(r_c)=-3e^{-1.25}=-0.8595\ \text{eV},\qquad\kappa=0.19739\times(-0.8595)=-0.1697\ \text{eV/Å}^2.$$

At $R=r_c$ the fourth atom exerts no force, so the centre is still stationary. The vector $\mathbf n$ points along the unstable mode, and the result without approximation applies:

$$K_{\rm axis}^{\rm in}=-4.294-0.170=-4.464\ \text{eV/Å}^2.$$

With $K$ in eV/Å$^2$ and $m$ in u, $\nu=15.633\sqrt{|K|/m}$ THz is the magnitude of the frequency. Thus

$$|\nu_{\rm out}|=15.633\sqrt{\frac{4.294}{16}}=8.099\ \text{THz},\qquad |\nu_{\rm in}|=15.633\sqrt{\frac{4.464}{16}}=8.257\ \text{THz}.$$

The imaginary frequency jumps in magnitude by **0.158 THz**, or 2.0% of its outside value. The first-order formula gives 0.160 THz. The magnitude rises although $\kappa$ is negative, because a negative $\kappa$ makes a negative curvature more negative. The two in-plane frequencies do not change.

### Does the saddle itself jump?

The comparison used one geometry for both sides. It describes the relaxed saddle only if the saddle moves continuously through the crossing, which has to be checked. Let $z$ be the displacement of the oxygen atom towards the fourth atom, and $t=r_c-R+z$ the depth of the pair inside the cutoff. Near the crossing, $\phi\approx\frac12\kappa t^2$ for $t>0$. Stationarity requires

$$K_{\rm axis}z+\kappa t=0\quad\Rightarrow\quad z=-\frac{\kappa(r_c-R)}{K_{\rm axis}+\kappa},\qquad t=\frac{K_{\rm axis}(r_c-R)}{K_{\rm axis}+\kappa}.$$

For $R<r_c$ the solution is valid if $t>0$, that is, if $K_{\rm axis}$ and $K_{\rm axis}+\kappa$ have the same sign. They do here, and $z\to0$ as $R\to r_c$. Relaxing the saddle at several distances gives:

| $R$ (Å) | $z$ (Å) | magnitude of $\nu$ (THz) |
|---|---|---|
| 4.8 | −0.0087 | 8.301 |
| 4.9 | −0.0041 | 8.280 |
| 4.999 | −0.00004 | 8.258 |
| 5.001 | 0 | 8.099 |
| 5.1 | 0 | 8.099 |

The position is continuous at the crossing, with a kink there, while the frequency jumps. The slow rise further inside comes from the third derivative of $\phi$. Since $f_c'''(r_c^-)=0$ and $P'(r_c)=-2(0.05)(5)P(r_c)=-0.5P(r_c)$ in Å units, $\phi'''(r_c^-)=3P'f_c''=-1.5\kappa$ per Å. The pair curvature at small depth is therefore $\kappa(1+1.5\,t)$, with $t$ in Å, and its magnitude grows inwards.

### The fourth atom in the plane, or oblique

For (c), put the fourth atom in the window plane, opposite one of the window atoms. The vector $\mathbf n$ now selects one member of the degenerate in-plane pair. Its frequency falls from 21.423 to 21.363 THz, a jump of −0.061 THz or −0.28%. The other member and the unstable mode stay as they were. The curvature changes by the same $\kappa$ as before, but $\Delta\omega\propto1/\omega$, so the stiffer mode moves less.

If the fourth atom lies at 45° to the axis, $(\mathbf n\cdot\mathbf e)^2=\frac12$ for the unstable mode and for one in-plane mode. First-order theory gives each curvature a shift of $\kappa/2=-0.0848$ eV/Å$^2$. Diagonalization gives −0.0850 and −0.0846 eV/Å$^2$. They add up to $\kappa$, as the trace rule demands.

### A very soft mode

The condition on the signs fails when $\kappa<0$ and $0<K_{\rm axis}<|\kappa|$. The centre is then a minimum along the axis outside the cutoff, while the inside limit of the curvature is negative. For oxygen in a rigid host this concerns axial frequencies below

$$15.633\sqrt{\frac{0.1697}{16}}=1.61\ \text{THz}.$$

Opening the window to $s=2.063$ Å gives $K_{\rm axis}=|\kappa|/2=0.0848$ eV/Å$^2$ outside and −0.0848 eV/Å$^2$ inside. The number of unstable modes changes from zero to one.

The formulas for $z$ and $t$ show what becomes of the stationary points. For $R=r_c+d$ with small $d>0$, the minimum at $z=0$ lies outside the cutoff. A second solution exists with $t>0$:

$$z=\frac{\kappa d}{K_{\rm axis}+\kappa}=\frac{-|\kappa|d}{-|\kappa|/2}=2d.$$

Its curvature is $K_{\rm axis}+\kappa<0$, so it is a saddle. For $d=0.001$ Å it is found at $z=0.0020$ Å. As $d\to0$ the minimum and the saddle meet. For $R<r_c$ the inside solution would need $t<0$ and the outside solution $z=0$ has $t>0$; both contradict themselves, and no stationary point remains at displacements comparable to $|R-r_c|$. These formulas keep only quadratic terms. Higher-order terms of the window potential leave a minimum farther out, at $z\approx0.23$ Å for $R=4.999$ Å, so the oxygen atom relaxes to a different place. A saddle search that follows this mode loses its target, although every force is continuous.

### Exactly at the crossing

At $R=r_c$ the second derivative along the axis does not exist. A central difference of the energy still returns a number. A step $+h$ takes the oxygen atom inside the cutoff and a step $-h$ takes it outside, so to leading order

$$\frac{E(h)+E(-h)-2E(0)}{h^2}=\frac{\frac12(K_{\rm axis}+\kappa)h^2+\frac12K_{\rm axis}h^2}{h^2}=K_{\rm axis}+\frac{\kappa}{2}.$$

For $h=0.01$ Å the fourth atom contributes −0.0853 eV/Å$^2$, against $\kappa/2=-0.0848$ eV/Å$^2$. The excess of 0.5% follows from the third derivative: $\phi\approx\frac12\kappa t^2(1+t/2)$ with $t$ in Å. The result is a mean of two curvatures and belongs to neither side.

### Removing the jump

Replace $f_c$ by $f_c^2$. Then

$$(f_c^2)''=2(f_c')^2+2f_cf_c''\to0\qquad(r\to r_c^-),$$

and the Hessian is continuous. The squared function is smaller than $f_c$ everywhere between 0 and $r_c$, so the weights must be fitted again.

## Limits of the example

The masses and the window size are meant to resemble oxygen in titanium. An unrelaxed close-packed triangle of titanium has a centre-to-corner distance of roughly 1.7 Å, so 1.85 Å describes a window that has been pushed open. The weights are chosen, not fitted to titanium. To first order the jump is proportional to $|P(r_c)|$, here 0.86 eV, so a potential with a smaller value there shows a smaller jump. A pair energy also omits the many-body part of metallic bonding, whose effect is not estimated here.

The example lets a single atom cross the cutoff. In a crystal a whole shell may cross together. Six atoms at the ends of three perpendicular axes give $\sum\mathbf n\mathbf n^T=2\cdot\mathbf 1$, hence a shift of $2\kappa$ in every direction, and the unstable frequency reaches 8.413 THz in magnitude. The jump is then 0.314 THz, nearly twice the former value. Now let the metal atoms move on springs of 6 THz, with constant forces that balance the push of the oxygen atom and hold the window at 1.85 Å. Without these forces the window would open and the axial curvature would be much weaker. With them the effect of the motion on the unstable frequency is small: for one axial neighbour, the magnitude goes from 8.391 to 8.539 THz, a jump of 0.147 THz.

At 700 K the quantum harmonic rms displacement in one direction is 0.049 Å for oxygen in the plane of a rigid window and 0.093 Å for a metal atom on its spring. An in-plane pair whose mean distance is near $r_c$ thus samples both sides of the cutoff. If the two motions are independent, the pair distance has an rms spread of $\sqrt{0.049^2+0.093^2}\approx0.1$ Å. If the window atoms also move on their springs, they yield to the oxygen atom, its rms displacement grows to about 0.11 Å and the spread to about 0.14 Å. The thermally averaged curvature changes gradually on this scale. The sharp jump belongs to the harmonic analysis of a single geometry.

The hopping rate hardly notices. In classical harmonic transition-state theory the real saddle frequencies stand in the denominator. With the barrier and the initial minimum held fixed, the in-plane crossing in the rigid host multiplies the rate by $21.423/21.363=1.003$. In the rigid host the axial crossing changes only the imaginary frequency, which enters through tunnelling. The Wigner factor $1+(h|\nu|/k_BT)^2/24$ moves from 1.0128 to 1.0134 at 700 K. With the metal atoms on their 6 THz springs, the softer real modes of the host shift as well, and the rate factor becomes about 1.03 for the in-plane crossing and 1.014 for the axial one. For these parameters the discontinuity matters for soft modes and for the count of unstable directions, and changes the rate of a hop over a stiff saddle by a few per cent at most. The numerical output below lists the parameters and the main results.

## Values computed for the example and the checks

```
cutoff rc = 5.00 A, window s = 1.85 A
Gaussian exponents = 1.60, 0.05 A^-2
O-centred weights = (120, -2) eV
M-centred weights = (80, -1) eV
masses O, M = 16, 48 u
1 sqrt(eV/A^2/u)/(2 pi) = 15.6333 THz
P(rc) = -0.85951 eV
fc''(rc-) = 0.19739 A^-2
kappa = -0.16966 eV/A^2
cluster: largest force change = 4.1e-10 eV/A
cluster: Hessian jump error = 2.5e-10 eV/A^2
cluster: sum of shifts = -0.014138 eV/A^2/u
cluster: predicted sum = -0.014138 eV/A^2/u
phi'(s) = -2.6481 eV/A
phi''(s) = 21.4624 eV/A^2
K axis outside = -4.2942 eV/A^2
K axis inside = -4.4638 eV/A^2
K plane outside = 30.0466 eV/A^2
axis frequency outside = -8.0990 THz (imaginary)
axis frequency inside = -8.2574 THz (imaginary)
jump of its magnitude = 0.1584 THz
first-order magnitude jump = 0.1600 THz
gradient at depth 0.001 A = -1.6979e-04 eV/A
plane frequency outside = 21.4234 THz
plane frequency inside = 21.3628 THz
plane frequency jump = -0.0606 THz
oblique K shifts = [-0.08504 -0.08462  0.     ] eV/A^2
oblique: signed axis jump = -0.0798 THz
central difference extra K = -0.08526 eV/A^2
kappa/2 = -0.08483 eV/A^2
squared cutoff: Hessian change = 1.8e-22 eV/A^2
R = 4.8 A: saddle z = -0.00867 A, nu = -8.3014 THz
R = 4.9 A: saddle z = -0.00407 A, nu = -8.2798 THz
R = 4.999 A: saddle z = -0.00004 A, nu = -8.2576 THz
R = 5.001 A: saddle z = 0.00000 A, nu = -8.0990 THz
R = 5.1 A: saddle z = 0.00000 A, nu = -8.0990 THz
soft window s = 2.0629 A
soft K outside, inside = 0.0848, -0.0848 eV/A^2
unstable modes outside, inside = 0, 1
saddle partner at R = rc+0.001 A: z = 0.001999 A
highest frequency that can flip = 1.6098 THz
six neighbours: axis frequency inside = -8.4129 THz
host spring frequency = 6.0 THz, k = 7.070 eV/A^2
mobile host: outside = -8.3914 THz
mobile host: inside = -8.5387 THz
mobile host: magnitude jump = 0.1473 THz
temperature = 700 K
O rms amplitude in plane = 0.0485 A
M rms amplitude on spring = 0.0930 A
rate factor in/out, plane case = 1.00284
Wigner factor outside = 1.01285
Wigner factor inside = 1.01335
```
